# Why broken-symmetry LSDA dissociates H2: the on-top pair density

## Definitions and scope

Hartree atomic units are used. For a two-electron state \(\Psi\), the pair density is

\[
P_2(\mathbf r,\mathbf r')=2\sum_{\sigma\sigma'}|\Psi(\mathbf r\sigma,\mathbf r'\sigma')|^2 ,
\]

which integrates to \(N(N-1)=2\). Its value at coincidence, \(P(\mathbf r)=P_2(\mathbf r,\mathbf r)\), is the on-top pair density: it measures how likely both electrons are to be found at the same point. The density is \(n=n_\uparrow+n_\downarrow\), the spin density is \(m=n_\uparrow-n_\downarrow\), and \(\zeta=m/n\).

The local spin-density approximation (LSDA) is

\[
E_{xc}=\int n\,\varepsilon_{xc}(n,|\zeta|)\,d^3r .
\]

Only \(|\zeta|\) enters, because reversing all spins of a uniform electron gas leaves its energy unchanged.

At large bond length \(R\), a restricted LSDA calculation on H2 gives too high an energy. A broken-symmetry calculation, with the up electron on one atom and the down electron on the other, gives the energy of two LSDA hydrogen atoms. That is the sense in which it dissociates correctly; the limit is not the exact \(-1\) hartree. Its spin density is wrong, since a singlet has \(m=0\) everywhere. The dissociation limit is nevertheless the LSDA one, because LSDA uses \(m\) only through a quantity that can be read as the on-top pair density, and on the separated atoms this quantity is negligible compared with \(n^2\), as it is in the singlet.

## What LSDA takes from the spin densities

Let a determinant have real orbitals \(\phi_\uparrow\) and \(\phi_\downarrow\):

\[
\Phi=\frac{1}{\sqrt2}\left[\phi_\uparrow(1)\phi_\downarrow(2)\,\alpha\beta-\phi_\downarrow(1)\phi_\uparrow(2)\,\beta\alpha\right].
\]

At \(\mathbf r_1=\mathbf r_2=\mathbf r\), each of the two spin components has squared amplitude \(\phi_\uparrow^2\phi_\downarrow^2/2\). Summing them and multiplying by 2 gives

\[
P=2\phi_\uparrow^2\phi_\downarrow^2=2n_\uparrow n_\downarrow .
\]

Since \(n^2-m^2=4n_\uparrow n_\downarrow\), it follows that

\[
m^2=n^2-2P,\qquad |\zeta|=\sqrt{1-\frac{2P}{n^2}} .
\]

LSDA is therefore equally a functional of \((n,P)\), with \(P\) taken from the Kohn-Sham determinant. This changes the reading and not the energy. The direction of the spin carries no information for \(E_{xc}\): exchanging \(n_\uparrow\) and \(n_\downarrow\) at randomly chosen points left it unchanged in a numerical test.

## The Heitler-London singlet

Let \(a\) and \(b\) be normalized, positive 1s orbitals on the two atoms, with overlap \(S=\int ab\,d^3r\). The Heitler-London spatial function is

\[
\psi=\frac{a(1)b(2)+b(1)a(2)}{\sqrt{2(1+S^2)}},
\]

multiplied by the singlet spin function \((\alpha\beta-\beta\alpha)/\sqrt2\). The two direct terms of the squared numerator integrate to 1 each and the cross term to \(2S^2\), which fixes the denominator.

Integrating \(2|\psi|^2\) over the second electron gives

\[
n_{\rm HL}=\frac{a^2+b^2+2Sab}{1+S^2}.
\]

The spin function gives each electron equal up and down probabilities, so \(m_{\rm HL}=0\). At coincidence the numerator of \(\psi\) is \(2ab\), and hence

\[
P_{\rm HL}=2\,\frac{4a^2b^2}{2(1+S^2)}=\frac{4a^2b^2}{1+S^2}.
\]

Near atom A, at large \(R\), \(b\ll a\) and \(2P_{\rm HL}/n_{\rm HL}^2\simeq8b^2/a^2\), which is exponentially small. The singlet has no net spin there, yet it also has almost no chance of holding both electrons there. The unpolarized gas that LSDA associates with \(m=0\) describes the first fact and misses the second.

## The unrestricted determinant

Now put \(\phi_\uparrow=a\) and \(\phi_\downarrow=b\). Then

\[
n_{\rm BS}=a^2+b^2,\qquad m_{\rm BS}=a^2-b^2,\qquad P_{\rm BS}=2a^2b^2 .
\]

To compare with the singlet, define \(s_0=(\alpha\beta-\beta\alpha)/\sqrt2\) and \(t_0=(\alpha\beta+\beta\alpha)/\sqrt2\). Substituting \(\alpha\beta=(t_0+s_0)/\sqrt2\) and \(\beta\alpha=(t_0-s_0)/\sqrt2\) gives

\[
\Phi=\tfrac12\left[a(1)b(2)+b(1)a(2)\right]s_0
+\tfrac12\left[a(1)b(2)-b(1)a(2)\right]t_0 .
\]

The squared norms of the two parts are

\[
w_S=\frac{1+S^2}{2},\qquad w_T=\frac{1-S^2}{2}.
\]

The triplet part is spatially antisymmetric and vanishes at coincidence. The on-top density therefore comes from the singlet part alone:

\[
P_{\rm BS}=w_SP_{\rm HL}=\frac{1+S^2}{2}\,P_{\rm HL}.
\]

The triplet component creates the false spin density but adds nothing to \(P\). The two on-top densities are not equal, however: \(P_{\rm HL}/P_{\rm BS}\to2\) as \(S\to0\). What they share is that both become negligible compared with \(n^2\) on the atoms.

This can be made quantitative with the density-weighted mean

\[
X=\frac1N\int n\,\frac{2P}{n^2}\,d^3r=\int\frac Pn\,d^3r\qquad(N=2).
\]

For the unrestricted determinant, \(a^2+b^2\ge2ab\) gives \(P_{\rm BS}/n_{\rm BS}\le ab\), so \(X_{\rm BS}\le S\). The same inequality gives \(n_{\rm HL}\ge2ab(1+S)/(1+S^2)\), so

\[
X_{\rm HL}\le\int\frac{2ab}{1+S}\,d^3r=\frac{2S}{1+S}.
\]

Both means vanish as the atoms separate. A restricted determinant has \(n_\uparrow=n_\downarrow=n/2\), hence \(P=n^2/2\) and \(X=1\) at every \(R\).

The region around the plane midway between the nuclei is an exception to this smallness. On the plane itself \(a=b\), and

\[
\left.\frac{2P}{n^2}\right|_{\rm BS}=1,\qquad
\left.\frac{2P}{n^2}\right|_{\rm HL}=\frac{2(1+S^2)}{(1+S)^2}\ge1,
\]

because \(2(1+S^2)-(1+S)^2=(1-S)^2\). The Heitler-London value tends to 2, which would make \(\zeta\) imaginary. Here \(\zeta\) is set to 0 wherever \(2P/n^2>1\). That region has a finite width: on the axis, at distance \(z\) from the midpoint, \(a/b=e^{-2z}\), so for \(S\to0\) the Heitler-London ratio is \(2/\cosh^2 2z\), which exceeds 1 for \(|z|<0.44\) bohr. The energetic effect disappears at large \(R\) because the density in this region is exponentially small.

## Why the on-top value controls the energy

The exchange-correlation hole \(h(\mathbf r,\mathbf r')=P_2(\mathbf r,\mathbf r')/n(\mathbf r)-n(\mathbf r')\) has on-top depth

\[
D=-h(\mathbf r,\mathbf r)=n-\frac Pn .
\]

On a separated atom \(P\to0\) and \(D\to n\). The restricted determinant has \(D=n/2\).

Consider exchange in the uniform gas. For one spin, filling plane waves up to \(k_\sigma=(6\pi^2n_\sigma)^{1/3}\) gives the density matrix \(3n_\sigma j_1(k_\sigma u)/(k_\sigma u)\) at separation \(u\), where \(j_1\) is a spherical Bessel function. The exchange hole is minus the sum of the squares of these matrices, divided by \(n\). For both \(|\zeta|=1\) and \(\zeta=0\) it has the form

\[
h_x(u)=-D\,g(ku),\qquad g(x)=9\left[\frac{j_1(x)}{x}\right]^2,
\]

with \(D=n\) and \(D=n/2\), respectively. The hole contains one missing electron, so

\[
1=\frac{D}{k^3}\int g(x)\,d^3x\quad\Rightarrow\quad k\propto D^{1/3}.
\]

The exchange energy per electron is

\[
\varepsilon_x=\frac12\int\frac{h_x(u)}{u}\,d^3u
=-\frac{D}{2k^2}\int\frac{g(x)}{x}\,d^3x\propto-D^{1/3}.
\]

A shallower hole must be wider to hold one electron, and it binds that electron less. Halving \(D\) multiplies exchange by \(2^{-1/3}=0.794\) at the same density. At intermediate \(\zeta\) the hole is a sum of two shapes with different \(k_\sigma\), and the \(D^{1/3}\) law is only approximate: at \(|\zeta|=0.7\) exchange is 0.885 of its polarized value, while \((D/n)^{1/3}=0.907\). For the exact hydrogen 1s density, the LSDA exchange energy \(E_x\) is \(-0.2680\) hartree when polarized and \(-0.2127\) when unpolarized, and their ratio is again \(2^{-1/3}=0.794\).

## How large the effect is

At large \(R\) the restricted density also tends to a sum of atomic densities, but each atom then carries half an electron of each spin. With the 1s density held fixed, the kinetic, nuclear and Hartree energies are the same for both spin assignments, and only \(E_{xc}\) differs. For two atoms the exchange penalty is

\[
2(0.2680-0.2127)=0.1106\ \text{hartree}.
\]

Correlation offsets part of it. Subtracting \(E_x\) from the totals \(E_{xc}=-0.2902\) (polarized) and \(-0.2541\) (unpolarized) gives correlation energies of \(-0.0222\) and \(-0.0414\) hartree. The net penalty is

\[
2(0.2902-0.2541)=0.0722\ \text{hartree}.
\]

Self-consistent calculations on H2 used Slater exchange and PW92 correlation in the cc-pVTZ basis. At \(R=16\) bohr the restricted energy is \(-0.8902\) hartree and the broken-symmetry energy \(-0.9568\). The latter agrees with two polarized LSDA atoms. The restricted error relative to those atoms is 0.0665 hartree, or 1.81 eV. It is smaller than 0.0722 because relaxing the density within this basis lowers the pair of unpolarized atoms by 0.0074 hartree and the pair of polarized ones by only 0.0018. These are cc-pVTZ values. At the basis limit for the separated atoms the two pair energies are \(-0.8913\) and \(-0.9574\) hartree, the error is 0.0661 hartree (1.80 eV), and the relaxations are 0.0081 and 0.0020.

The LSDA atoms themselves lie 0.043 hartree above the exact pair energy of \(-1\) hartree. Breaking the symmetry does not repair this. A single electron should have no correlation energy, and its exchange should cancel its own Hartree repulsion; LSDA satisfies neither condition exactly.

## Separating pair density from spin density

The cause can be isolated with a state that has no spin density. Take the full configuration-interaction (CI) singlet in the same basis, with one-particle density matrix \(\gamma\), and evaluate

\[
E=\mathrm{tr}(h\gamma)+U[n]+E_{xc}+E_{nn},
\]

where \(h\) here denotes the kinetic and nuclear-attraction operator, \(U\) the Hartree energy and \(E_{nn}\) the nuclear repulsion. Only the second argument of LSDA is changed: either the true \(m=0\), or \(|\zeta|\) obtained from the CI on-top density. The second choice is the translated LSDA of multiconfiguration pair-density functional theory.

At 16 bohr the true spin density gives \(-0.8828\) hartree and the on-top density gives \(-0.9550\). The difference, 0.0722 hartree, is the fixed-density penalty found above. The second energy agrees with two polarized LSDA atoms evaluated on the basis-set 1s density. The correct LSDA limit thus needs the information in \(P\), not a localized spin density.

This is a statement about LSDA. An exact spin-density functional would have to give the right energy with \(m=0\).

## Intermediate distances

In the self-consistent determinant the orbitals can be written \(\phi_{\uparrow,\downarrow}=\cos\theta\,g\pm\sin\theta\,u\), with \(g\) and \(u\) now the normalized even and odd orbitals. Their overlap is \(s=\cos2\theta\). The decomposition above holds with \(S\) replaced by \(s\), and a triplet has total-spin expectation value 2, so

\[
\langle \hat S^2\rangle=2\,\frac{1-s^2}{2}=1-s^2 .
\]

At 1.4 bohr a broken-symmetry start returns to the restricted solution, so \(\theta=0\) and \(X=1\). The CI value is 0.44, because correlation keeps the electrons apart. Here \(2n_\uparrow n_\downarrow\) is a poor estimate of the interacting on-top density. The CI value is itself limited by the basis, which cannot fully describe the electron-electron cusp: it is 0.53, 0.44 and 0.40 in cc-pVDZ, cc-pVTZ and cc-pVQZ.

At 4 bohr \(\langle\hat S^2\rangle=0.616\), hence \(s=\sqrt{1-0.616}=0.62\), and the orbitals are still far from atomic. The mean \(X\) is 0.41 for LSDA and 0.14 for CI. The CI value is not converged: it falls to 0.12 in cc-pVQZ and 0.10 in aug-cc-pVTZ, while the LSDA value stays at 0.41 and \(\langle\hat S^2\rangle\) moves only to 0.614 and 0.612. By 8 bohr the two values are 0.0045 and 0.0051. Both are small, which is what matters; their closeness is not a general property, since with common 1s orbitals the corresponding values are 0.0026 and 0.0052, the factor 2 derived above. The 8-bohr values also depend on how the basis describes the orbital tails: they are 0.0051 and 0.0052 in cc-pVQZ, and 0.0060 and 0.0036 in aug-cc-pVTZ, so even their order is not settled.

Using an interacting \(P\) in the translated functional has its own cost. Repulsion lowers \(P\) below \(n^2/2\) even in an unpolarized uniform gas, so the translation assigns that gas a nonzero \(|\zeta|\) and does not return its LSDA energy. For H2 at 1.4 bohr, the binding energies relative to each method's own 16-bohr value are 0.173 hartree for CI, 0.180 for self-consistent LSDA and 0.199 for the translated evaluation. The translated value follows the slowly converging on-top density: it is 0.1887, 0.1989 and 0.2025 in cc-pVDZ, cc-pVTZ and cc-pVQZ, while in cc-pVQZ the CI and self-consistent LSDA values are 0.174 and 0.180. A correct dissociation limit does not guarantee accuracy near equilibrium.

## Practical consequences

- **Start with broken symmetry.** Equal initial spin densities produce equal spin potentials, so an ordinary iteration can remain on the restricted solution. At stretched geometries, start with opposite spins on the two atoms and compare the energies.
- **Keep the energy and density, but not the sign pattern of \(m\).** For a singlet, \(m_{\rm BS}\) is not a prediction of local magnetization. The combination \(n^2-m^2=2P\) correctly becomes negligible on the separated atoms, but it is not a quantitative estimate of the interacting on-top density: at short and intermediate \(R\) its mean \(X\) is too large, and at large \(R\) the two share their smallness on the atoms, not their values.
- **Read \(\langle\hat S^2\rangle\) with the distance in mind.** A value near 1 means equal singlet and triplet weights. This is harmless to the energy of separated atoms, where the two states are degenerate, but not necessarily at intermediate \(R\).
- **For a spin-adapted wavefunction, supply \(n\) and \(P\).** Inserting its true \(m=0\) into LSDA restores the restricted dissociation error. Set \(\zeta=0\) where \(2P/n^2>1\), and check the energy near equilibrium separately.

The numerical output gives the values at all four bond lengths.

## Numbers as computed

```
H atom, exact 1s density (hartree):
  Ex polarized -0.26804, unpolarized -0.21274
  Exc polarized -0.29022, unpolarized -0.25413
  Ex ratio unpolarized/polarized 0.79370
1s orbitals: R in bohr; X and midpoint 2P/n^2 dimensionless
  R    S         X_HL      X_BS      mid_HL  mid_BS
   1.4 7.529e-01 7.395e-01 5.969e-01 1.0199  1.0000
   4.0 1.893e-01 1.503e-01 8.463e-02 1.4647  1.0000
   8.0 1.018e-02 5.204e-03 2.619e-03 1.9601  1.0000
  16.0 1.152e-05 3.177e-06 1.588e-06 2.0000  1.0000
Exc[n_HL,P_HL] minus two polarized atoms (hartree):
  R= 1.4 bohr: -1.589e-02
  R= 4.0 bohr: 4.651e-03
  R= 8.0 bohr: 4.414e-06
  R=16.0 bohr: -3.518e-09
H2, cc-pVTZ, energies in hartree; R in bohr
  R    restricted  BS-LSDA    full-CI
   1.4 -1.136693  -1.136693  -1.172335
   4.0 -0.965061  -0.974512  -1.014850
   8.0 -0.895002  -0.956901  -0.999650
  16.0 -0.890238  -0.956778  -0.999620
LSDA evaluated with full-CI density, energies in hartree
  R    using m=0   using P
   1.4 -1.103414  -1.153953
   4.0 -0.917426  -0.981778
   8.0 -0.882982  -0.955114
  16.0 -0.882848  -0.955025
Dimensionless pair and spin diagnostics
  R    <S^2>_BS   X_BS       X_CI
   1.4 0.000000  1.000e+00  4.363e-01
   4.0 0.615593  4.070e-01  1.440e-01
   8.0 0.999048  4.524e-03  5.101e-03
  16.0 1.000000  8.886e-08  1.309e-07
Dissociation references and errors:
  two polarized LSDA atoms -0.956775 hartree
  two half-up/half-down atoms -0.890234 hartree
  two LSDA atoms on 1s density -0.955023 hartree
  restricted error 0.066537 hartree
  restricted error 1.811 eV
  LSDA atom-pair error 0.043225 hartree
```
